ΔSCF versus Kohn–Sham gaps of large insulating clusters with semilocal functionals

**Problem.** An insulating cluster is a sphere of radius R much larger than its lattice constant a, with fixed nuclei and a spin-polarised semilocal functional whose exchange-correlation potential vanishes far outside the cluster, as in the local-density approximation or PBE. The highest occupied and lowest empty orbitals H and L are nondegenerate and spread over the sphere. The functional's own static macroscopic dielectric constant is ε, and that of the surroundings is ε_out. In Hartree atomic units define

Δ = E(N+1) + E(N−1) − 2E(N) − (ε_L − ε_H),

the excess of the ΔSCF gap over the Kohn–Sham gap of the same cluster. (a) Express Δ through the response of the frontier levels. (b) Find its dependence on R, and decide when it is of order 1/(εR). (c) Treat the neutral promotion H → L. (d) Evaluate a model with ε = 10, masses m_e = 0.2 and m_h = 0.5, bulk Kohn–Sham gap 0.04 hartree and valence density 0.03 bohr⁻³.

**Solution**

**(a) Fractional occupations.** The energy is stationary in the orbitals, so only its explicit dependence on an occupation n_i survives: ∂E/∂n_i = ε_i (Janak's theorem). Fill L with n_L = f, or empty H with n_H = 1 − f, in one spin channel:

E(N+1) − E(N) = ∫₀¹ ε_L(f) df,  E(N−1) − E(N) = −∫₀¹ ε_H(f) df.

Adding these and subtracting the gap at f = 0 gives, exactly along a continuous self-consistent path,

Δ = ∫₀¹ [ε_L(f) − ε_L(0)] df + ∫₀¹ [ε_H(0) − ε_H(f)] df.  (1)

Let ρ_i = |φ_i|², let F = 1/|r−r′| + f_xc be the Hartree plus exchange-correlation kernel, and χ_s the Kohn–Sham response at fixed occupations. A change δn_i alters the density by δρ = ρ_i δn_i + χ_s δv, and the potential follows as δv = F δρ. Substituting the first relation into the second gives (1 − Fχ_s) δv = Fρ_i δn_i. First-order perturbation theory gives δε_i = ⟨ρ_i|δv⟩, so

κ_i = ∂ε_i/∂n_i = ⟨ρ_i|W|ρ_i⟩,  W = (1 − Fχ_s)⁻¹ F.

With ε_L(f) ≈ ε_L + κ_L f, ε_H(f) ≈ ε_H − κ_H f and ∫₀¹ f df = 1/2,

Δ ≈ (κ_L + κ_H)/2.  (2)

In the local-density approximation, since f_xc grows as n^(−2/3) in the vacuum tail, κ_L is finite only if ∫ρ_L² n^(−2/3) converges. For ρ_L ∝ exp(−2k_L r) and n ∝ exp(−2k_H r) this needs 4k_L > 4k_H/3. Equation (1) needs no such condition.

**(b) Size dependence.** Write each orbital as a cell-periodic factor times an envelope u(x)/x, with x = r/R, ∫₀¹u² dx = 1 and a hard wall at x = 1. The lowest (1s) envelope is u = √2 sin πx.

Local part. For a uniform background the direct term is f_xc∫ρ² d³r. With ρ = u²/(4πx²R³) = sin²(πx)/(2πx²R³) and d³r = 4πR³x² dx,

∫ρ² d³r = (1/πR³) ∫₀¹ sin⁴(πx)/x² dx.

Integrate by parts; the boundary term vanishes. From sin⁴t = (3 − 4cos 2t + cos 4t)/8 the derivative is sin 2t − ½ sin 4t, so the integral is π∫₀¹[sin 2πx − ½ sin 4πx]/x dx. With Si(y) = ∫₀^y (sin t/t) dt,

∫ρ² d³r = [Si(2π) − ½ Si(4π)]/R³ = 0.672/R³.

In local exchange, E_x = −(3/4)(6/π)^(1/3) Σ_σ ∫n_σ^(4/3), and two derivatives bring (4/3)(1/3), giving f_x^αα = −(1/3)(6/π)^(1/3) n_α^(−2/3). This is finite in the bulk, so for a fixed envelope the term falls as R⁻³. (If the charge relaxes into the wall layer found below, whose volume grows as R³λ^(−1/3) with λ ∝ R, it falls as R^(−8/3) asymptotically; this limit is approached slowly, the exponent of R³∫ρ² in λ being still about 0.26, not 1/3, near λ = 10⁴.)

Long-range part. On a charge that varies over R ≫ a, W is taken to act as macroscopic electrostatics. The surface layer, of relative thickness a/R, and the microscopic polarisation driven by a field of order R⁻² are estimated to contribute O(a/R²). Let Q(x) = ∫₀ˣ u² be the enclosed carrier charge. Gauss's law gives the displacement D = Q/r², and the field is D divided by the local dielectric constant. Using ∇·D = 4πρ and integrating by parts, κ = ∫ρφ d³r = (1/4π)∫D·E d³r. The shell volume 4πr² dr and ∫_R^∞ dr/r² = 1/R give

κ = Q(1)²/(ε_out R) + (1/εR) ∫₀¹ Q²/x² dx.  (3)

Only the interior field is reduced by ε. The solid surrounds the carrier with opposite charge, but the displaced charge cannot leave the cluster; it collects at the surface, and the outside sees the full Q(1) = 1.

For the 1s envelope Q = ∫₀ˣ(1 − cos 2πs) ds = x − sin(2πx)/2π, and

Q²/x² = 1 − sin(2πx)/(πx) + sin²(2πx)/(4π²x²).

The second term integrates to −Si(2π)/π. In the third, parts give ∫₀¹ sin²(2πx)/x² dx = 2π∫₀¹ sin(4πx)/x dx = 2π Si(4π). The integral is therefore c − 1, with

c = 2 − Si(2π)/π + Si(4π)/2π = 1.786.

Hence κR = 1 + (c−1)/ε in vacuum and κR = c/ε in a matched medium, ε_out = ε. At ε = 1 both equal the bare self-repulsion c; for ε → ∞ in vacuum κ is 1/R, that of a conducting sphere. If the dielectric ends at R_out > R, the exterior integral is (1/R − 1/R_out)/ε + 1/R_out, so κ = c/(εR) + (1 − 1/ε)/R_out.

Envelope relaxation. Equation (2) uses the f = 0 envelope. At finite f the carrier repels itself with energy of order 1/(εR), against a level spacing of order 1/(mR²). The ratio λ = mR/ε grows with R, so the truncation fails for the interior term of (3) when λ ≫ 1 and the f = 1 energy must be minimised directly. It is the band edge plus the envelope kinetic energy plus κ/2. This functional is convex in ρ, since |∇ρ|²/ρ is convex and the field energy is a positive quadratic form. The minimiser is thus unique and shares the spherical symmetry. Because 1/(εR) = λ/(mR²), the u-dependent part is e(λ)/(mR²), with

e(λ) = min_u [ ½∫₀¹ u′² dx + (λ/2)∫₀¹ Q²/x² dx ].

The Kohn–Sham level at f = 0 contains e(0) = π²/2. Define g(λ) = [e(λ) − π²/2]/λ. Each carrier then contributes 1/(2ε_out R) + λg/(mR²) = 1/(2ε_out R) + g/(εR), and

Δ = 1/(ε_out R) + [g(λ_e) + g(λ_h)]/(εR) + O(a/R²).  (4)

The 1s trial function gives e ≤ π²/2 + λ(c−1)/2, so g ≤ (c−1)/2, with equality as λ → 0 by first-order perturbation theory; there (4) reproduces (2). Any u has kinetic term at least π²/2 and a non-negative field term, so g ≥ 0. As a minimum over functions linear in λ, e is concave, so its chord slope g cannot increase. Within the envelope model,

1/(ε_out R) ≤ Δ ≤ 1/(ε_out R) + (c−1)/(εR).  (5)

For large λ the charge moves to the wall. Put z = (1−x)λ^(1/3) and u = λ^(1/6) w(z), which keeps the norm. The kinetic term becomes λ^(2/3)·½∫w′² dz. With x ≈ 1 in the layer, the field term becomes (λ/2)λ^(−1/3)∫Q² dz. Both scale as λ^(2/3), so g ∝ λ^(−1/3) at leading order, provided the layer width Rλ^(−1/3) exceeds a.

By (5), Δ → 0. For parabolic bands and a hard wall, valid when the confinement energy is small beside the bulk gap, the cluster Kohn–Sham gap exceeds the bulk one by π²(1/m_e + 1/m_h)/2R², so the ΔSCF gap tends to the bulk Kohn–Sham gap. A finite limit of Δ needs one of two things. The first is a jump of the frontier levels at integer N, the derivative discontinuity of the exact functional, which the functionals considered here lack. (Some gradient functionals, such as AK13, have an exchange potential that tends to a non-zero constant set by the decay of the density; they can show a jump and are excluded.) The second is a curvature that survives delocalisation, and (3) with the local term has none. From (4), εRΔ = ε/ε_out + g(λ_e) + g(λ_h). The correction is therefore of order 1/(εR) at every R when ε_out is comparable with ε; in a matched medium εRΔ lies between 1 and c. For ε_out ≫ ε the interior term dominates at moderate λ, with εRΔ at most about c − 1, and εRΔ falls towards ε/ε_out as λ grows. In vacuum it is of order 1/R, and RΔ → 1. The argument fails for a carrier bound to a defect or surface site, whose κ tends to a non-zero constant as R grows, and for orbital-dependent functionals, whose exchange is not covered by a local f_xc.

**(c) Neutral promotion.** With n_L = f and n_H = 1 − f in one spin, dE/df = ε_L(f) − ε_H(f) and δv = fW(ρ_L − ρ_H). The excess over the Kohn–Sham gap is ≈ ½⟨ρ_L − ρ_H|W|ρ_L − ρ_H⟩; the determinant is spin-mixed. Now Q = Q_e − Q_h and Q(1) = 0. The surface term of (3) drops out, and different spherical envelopes, if unrelaxed, give an excess proportional to 1/(εR) even in vacuum, though with a small coefficient (0.055 for 1s and 2s); at large λ relaxation can make it fall faster. For the lowest excitation, two 1s envelopes minimise both kinetic terms and make Q vanish, so the 1/R term is absent at every λ. Exact cancellation needs the hard wall. With a finite barrier and unequal masses the envelopes differ and leave a small positive term that falls faster than 1/R; for the model of (d) with a barrier of 0.15 hartree and the free-electron mass outside, it is 2·10⁻⁵ hartree at R = 40 bohr before relaxation. The field term cannot be negative, so within the envelope model the promotion energy never falls below the Kohn–Sham gap. The local term left out of that model can make the excess slightly negative, as the chains below show. Measured from the ΔSCF gap, the lowest pair is bound by Δ, which vanishes as R → ∞; the model has no exciton binding in the bulk limit.

**(d) Model at R = 40 bohr.** The confinement energy is π²(5 + 2)/(2·1600) = 0.0216, so the cluster Kohn–Sham gap is 0.0616 hartree (1.68 eV). The ratios are λ_e = 0.2·40/10 = 0.8 and λ_h = 2.0. Numerical minimisation gives g_e = 0.3874 and g_h = 0.3796, slightly below 0.3930. The interior term is (0.3874 + 0.3796)/400 = 0.00192.

Vacuum: Δ = 0.02500 + 0.00192 = 0.0269 hartree (0.73 eV).
Matched: Δ = 0.00250 + 0.00192 = 0.0044 hartree (0.12 eV).

The ratio is 6.1. The ΔSCF gaps are 0.0616 + 0.0269 = 0.0885 hartree (2.41 eV) and 0.0616 + 0.0044 = 0.0660 hartree (1.80 eV), against a bulk limit of 1.09 eV. With the Slater plus VWN kernel f_xc^αα = −6.04 hartree bohr³, half the local terms of both carriers sum to −6.04·0.672/64000 = −6·10⁻⁵ hartree, unscreened and without the cell-periodic modulation. The omitted O(a/R²) term has a coefficient that depends on the material, and in vacuum it need not be small beside the interior term when a/R is comparable with (c−1)/ε. In the lattice test below, at ε = 5 and R = 6a, the total departure from (3) is about a quarter of the interior term, but it includes a part falling as R⁻³, because a lattice site does not repel itself, so it does not measure this coefficient. The digits above therefore belong to the continuum model only. The parabolic band and the hard wall are also strained at these sizes, since the confinement energy is 0.54 of the bulk gap at R = 40 bohr and 2.2 times it at R = 20 bohr. A nonparabolic band E[1 + (1−m)²E/E_g] = k²/2m lowers it to 0.0187 and 0.0600 hartree. A barrier of 0.15 hartree with the free-electron mass outside lowers it to 0.0150 and 0.0445 hartree, and moves the unrelaxed vacuum RΔ at R = 40 bohr from 1.079 to 1.055. Common semiconductors also have degenerate band edges, which the model excludes.

| R (bohr) | confinement | Δ vacuum | Δ matched | RΔ vacuum | εRΔ matched |
|---|---|---|---|---|---|
| 20 | 0.0864 | 0.0539 | 0.00888 | 1.078 | 1.776 |
| 40 | 0.0216 | 0.0269 | 0.00442 | 1.077 | 1.767 |
| 80 | 0.0054 | 0.0134 | 0.00219 | 1.075 | 1.750 |
| 160 | 0.0013 | 0.0067 | 0.00108 | 1.072 | 1.720 |
| 320 | 0.0003 | 0.0033 | 0.00052 | 1.067 | 1.674 |

Energies are in hartree. Relaxation is slow: g is still 0.3185 at λ = 16. Between λ = 4096 and 16384 its logarithmic slope is −0.343, tested against −1/3.

**Checks beyond the continuum.** The numerical check that follows tests (3) on a cubic lattice of point-polarisable sites with ε = 5. It gives κR = 1.116, 1.138 and 1.146 at R = 6, 10 and 14 a, the last about 1% below the vacuum formula 1.157 and far from c/ε = 0.357. The self-repulsion of a neutral charge (1s minus uniform) is reduced to 0.151, 0.183 and 0.192 of its bare value, approaching 1/ε = 0.2. A charge of radius 7a inside the 14a sphere gives 0.1047/a, 3% below the formula value 0.1081/a.

Part (a) and the expansion in (c) are tested on linear (H₂)_n chains (bond length 1.4 bohr, 3.0 bohr between molecules) at the LSDA/STO-3G level on a coarse integration grid, where the basis confines the added electron. The values, in hartree, test the formulas within this setting; their convergence with basis and grid has not been established, and they are not predictions for real hydrogen chains. For n = 2 the Janak integrals match the energy differences and the three curvatures match finite differences.

| n | KS gap | Δ | (κ_L+κ_H)/2 | neutral excess |
|---|---|---|---|---|
| 2 | 0.6146 | 0.3834 | 0.3810 | −0.0047 |
| 4 | 0.5305 | 0.2694 | 0.2788 | −0.0024 |
| 8 | 0.4900 | 0.1795 | 0.1974 | −0.0013 |

A unit charge on a line of length L and width b has ∫∫dz dz′/(L²|z−z′|) ≈ (2/L)[ln(L/b) − 1] for L ≫ b, if separations below b are cut off. This bare estimate suggests a decay slower than 1/L for a chain, and the computed ratio Δ(8)/Δ(4) = 0.666 agrees with that; the chains do not test the sphere coefficient. Estimate (2) lies slightly below Δ at n = 2 and about 10% above it, relative to Δ, at n = 8; that envelope relaxation causes the growing overshoot is a conjecture. The neutral excess is negative and, in this minimal basis, roughly halves as n doubles; three short chains do not establish a general size law. Its sign must come from the attractive f_xc: with the Hartree kernel alone W is positive, because χ_s is negative, and the second-order excess could not be negative.

Computed values

```
(H2)_n chain, LSDA/STO-3G: bond 1.4 bohr, spacing 3.0 bohr; energies in hartree
n=2: KS gap 0.6146, DSCF gap 0.9980, Delta 0.3834, kL 0.3679, kH 0.3941, (kL+kH)/2 0.3810
n=2: neutral DSCF 0.6099, excess -0.0047, kappa_neutral/2 -0.0049
n=2 Janak: int e_L 0.48766 vs dE 0.48766; -int e_H 0.51035 vs dE 0.51035
n=2 finite-difference curvatures: L 0.3679, H 0.3941, neutral -0.0099
n=4: KS gap 0.5305, DSCF gap 0.7999, Delta 0.2694, kL 0.2712, kH 0.2865, (kL+kH)/2 0.2788
n=4: neutral DSCF 0.5281, excess -0.0024, kappa_neutral/2 -0.0025
n=8: KS gap 0.4900, DSCF gap 0.6695, Delta 0.1795, kL 0.1933, kH 0.2016, (kL+kH)/2 0.1974
n=8: neutral DSCF 0.4887, excess -0.0013, kappa_neutral/2 -0.0014
chain ratio Delta(8)/Delta(4) = 0.666
Si(2pi) 1.41815, Si(4pi) 1.49216, c 1.78607, (c-1)/2 0.39304, R^3 int rho^2 0.67207
dipole lattice eps 5.0: kappa*R vacuum formula 1.1572, c/eps 0.3572, 1/eps 0.200
N=925, R=6.044 a: bare*R 1.7341, kappa*R 1.1159, neutral (1s minus uniform) screened/bare 0.1507
N=4169, R=9.984 a: bare*R 1.7670, kappa*R 1.1382, neutral (1s minus uniform) screened/bare 0.1831
N=11513, R=14.008 a: bare*R 1.7764, kappa*R 1.1462, neutral (1s minus uniform) screened/bare 0.1916
charge R=7.0 a inside dielectric R_out=14.008 a: kappa 0.1047/a, formula 0.1081/a, vacuum value 0.1653/a
g(lam): 0.01: 0.3930, 1: 0.3861, 16: 0.3185, 256: 0.1582, 4096: 0.0622, 16384: 0.0387
log slope of g between lam 4096 and 16384: -0.343
model: eps 10.0, m_e 0.2, m_h 0.5, bulk KS gap 0.04 Ha, density 0.03 bohr^-3
eps/m_e 50.0 bohr, eps/m_h 20.0 bohr; f_x^aa -6.800, f_xc^aa -6.042 Ha bohr^3
R(bohr) confinement Delta_vac Delta_matched xc_term (hartree)  R*Delta_vac  eps*R*Delta_matched
    20 0.086359 0.053881 0.008881 -5.08e-04  1.0776  1.7763
    40 0.021590 0.026918 0.004418 -6.34e-05  1.0767  1.7670
    80 0.005397 0.013437 0.002187 -7.93e-06  1.0750  1.7499
   160 0.001349 0.006700 0.001075 -9.91e-07  1.0720  1.7204
   320 0.000337 0.003336 0.000523 -1.24e-07  1.0674  1.6740
R = 40.0 bohr: lam_e 0.80, lam_h 2.00, g_e 0.3874, g_h 0.3796
cluster KS gap 0.06159 Ha = 1.676 eV (confinement 0.02159 Ha)
surface term 1/R 0.02500 Ha, 1/(eps R) 0.00250 Ha, interior term 0.00192 Ha
vacuum bounds 0.02500 to 0.02697 Ha; matched 0.00250 to 0.00447 Ha
Delta vacuum 0.02692 Ha = 0.732 eV; matched 0.00442 Ha = 0.120 eV; ratio 6.09
xc term f_xc int rho^2 = -6.34e-05 Ha
DSCF gap vacuum 0.08851 Ha = 2.408 eV
DSCF gap matched 0.06601 Ha = 1.796 eV
bulk KS gap 1.088 eV
```
